# Why Bound Defect Pairs Show Half or Full Binding Enthalpy

## What goes wrong

Suppose the free content of a defect that forms pairs is measured at several temperatures, and the Arrhenius slope is taken as the pair binding enthalpy. The answer can be wrong by a factor of two, although the measurement is sound. The reverse error occurs when a computed binding enthalpy is inserted directly as an activation energy.

In the silicon model worked out below, both crystals have the same binding enthalpy, 0.50 eV. Cooling from 340 to 260 K lowers the free lithium content by a factor of 13 in a crystal with equal lithium and boron contents. It lowers it by a factor of 190 in a crystal with a hundredfold excess of boron. The fitted slopes are 0.247 and 0.500 eV.

Breaking a pair costs the same enthalpy in both crystals. What differs is how the number of free partners responds.

## The equilibrium between pairs and free defects

Consider the reaction AB ⇌ A + B in a closed crystal. The total contents $N_A$ and $N_B$ are fixed, whether the defects are free or paired. Let $a$, $b$ and $p$ be the contents of free A, free B and pairs. No defects are exchanged with surfaces, other sinks or precipitates, and each B holds at most one A.

The binding enthalpy $H>0$ is the enthalpy of separated A and B minus that of the pair. In terms of computed formation enthalpies,

$$H=H_f(A)+H_f(B)-H_f(AB).$$

If the charges of A and B add up to that of the pair, the atomic chemical potentials and the Fermi energy cancel from this difference. I take the charge states as fixed and $H$ as independent of temperature.

The equilibrium follows from counting. For the moment let $N_A$, $N_B$, $a$, $b$ and $p$ be numbers of defects. There are $M$ sites for free A, with $M\gg N_A$, and $z$ bound sites next to each B. The number of arrangements with $p$ pairs is

$$W(p)=\binom{N_B}{p}z^p\binom{M}{N_A-p}.$$

The factors choose the occupied B defects, the bound site at each of them, and the sites of the remaining A defects. With $\beta=1/kT$, the statistical weight is $W(p)e^{\beta Hp}$. Adding one pair multiplies it by

$$R(p)=\frac{N_B-p}{p+1}\,z\,\frac{N_A-p}{M-N_A+p+1}\,e^{\beta H}
\simeq\frac{ab}{p}\,\frac{z}{M}\,e^{\beta H}.$$

The last form uses large numbers and dilute A. The weight is largest where another pair neither raises nor lowers it, so $R=1$. Dividing the numbers by the crystal volume turns them into concentrations, and

$$\frac{ab}{p}=K(T),\qquad K(T)=\frac{N_T}{z}e^{-\beta H}. \tag{1}$$

Here $N_T$ is the concentration of sites for free A. A constant vibrational entropy of dissociation $\Delta S$ would multiply $K$ by $e^{\Delta S/k}$. It would change the free contents, but not the temperature derivative of $\ln K$.

With $\Delta=N_B-N_A$, conservation gives $p=N_A-a$ and $b=\Delta+a$. Equation (1) becomes

$$a(\Delta+a)=K(N_A-a),$$

$$a^2+(\Delta+K)a-KN_A=0.$$

The positive root is

$$a=\frac{-(\Delta+K)+\sqrt{(\Delta+K)^2+4KN_A}}{2}.$$

Multiplying numerator and denominator by the sum of the square root and $\Delta+K$ gives a form that avoids subtracting nearly equal numbers when $\Delta>0$:

$$a=\frac{2KN_A}{\Delta+K+\sqrt{(\Delta+K)^2+4KN_A}}. \tag{2}$$

## Where the half comes from

The apparent activation energy of free A is

$$E_a=-\frac{d\ln a}{d\beta}.$$

To find it, take the logarithm of (1) and differentiate. Each dissociation creates one A and one B and removes one pair, so $db=da$ and $dp=-da$. Therefore

$$d\ln K=\frac{da}{a}+\frac{db}{b}-\frac{dp}{p}
=da\left(\frac1a+\frac1b+\frac1p\right).$$

Since $da=a\,d\ln a$,

$$d\ln K=\left(1+\frac ab+\frac ap\right)d\ln a.$$

Equation (1) also gives $d\ln K=-H\,d\beta$. Hence

$$\boxed{\frac{E_a}{H}=\frac{1}{1+a/b+a/p}}. \tag{3}$$

The three terms in the denominator show what must adjust when $K$ changes: the free A themselves, their free partners, and the supply of pairs.

**Equal contents.** Here $a=b$, so the denominator is $2+a/p$. Strong binding means $a\ll p$, and the slope tends to $H/2$. Equivalently, $a^2\simeq KN_A$, so $a\propto e^{-\beta H/2}$. A rise of 1% in $a$ brings a rise of 1% in $b$, and hence about 2% in the product $ab$ that governs recombination. The free content therefore needs to rise by half as much, on a logarithmic scale, to balance a given change in $K$.

**Minority A.** If $b\gg a$ and $a\ll p$, the denominator tends to 1 and $E_a\to H$. Dissociation hardly changes the existing population of free B. The recombination term then grows in proportion to $a$, rather than to its square.

**Majority B.** Because $da=db$, the slopes obey $aE_a=bE_b$. The majority slope is thus $E_b=(a/b)E_a$, which is small. The same number of released defects is a large fractional change for A and a small one for B.

**Weak binding.** At high enough temperature most A are free, $a\gg p$, and (3) tends to zero. A supply that is nearly all free cannot keep growing exponentially.

### The same result from fluctuations

Let $Z=\sum_p W(p)e^{\beta Hp}$. Differentiating the average $\langle p\rangle$ with respect to $\beta$ gives

$$\frac{d\langle p\rangle}{d\beta}
=H\left(\langle p^2\rangle-\langle p\rangle^2\right)
=H\,\mathrm{Var}(p).$$

Since $a=N_A-p$, the variances of $a$ and $p$ are equal, while their averages move in opposite directions. Thus

$$-\frac{d\ln\langle a\rangle}{d\beta}
=H\frac{\mathrm{Var}(a)}{\langle a\rangle}. \tag{4}$$

For large numbers, the width of the distribution follows from

$$\frac{d\ln R}{dp}=-\left(\frac1a+\frac1b+\frac1p\right).$$

The variance is the inverse of the bracket, which recovers (3). Rare free A under a large excess of B have a variance close to their mean. At equal contents an upward fluctuation in A is also one in B, and both favour recombination. This stronger restoring effect halves the variance.

Direct sums over the counting model show the difference. For 4000 A, 4000 B, $10^9$ free sites and $K=4$ in number units, the mean number of free A is 124.3 and the variance divided by the mean is 0.493. For 4000 A, 40,000 B and $K=360$, the corresponding values are 39.6 and 0.989.

## How equal is equal?

Strong binding has a consequence that the words "equal" and "large excess" can hide. Take $\Delta\ge0$ and $a\ll N_A$, so that $p\simeq N_A$. Equation (1) then reads

$$a(a+\Delta)\simeq KN_A.$$

With $S=\sqrt{\Delta^2+4KN_A}$, its solution is

$$a=\frac{S-\Delta}{2},\qquad b=\frac{S+\Delta}{2}.$$

Dropping $a/p$ in (3) leaves $E_a/H=b/(a+b)$. Since $a+b=S$,

$$\frac{E_a}{H}\simeq\frac12\left(1+\frac{\Delta}{\sqrt{\Delta^2+4KN_A}}\right). \tag{5}$$

The excess must therefore be compared with $2\sqrt{KN_A}$, and not with the total content. This scale shrinks on cooling, so any fixed positive excess eventually brings the minority slope to $H$, provided equilibrium is maintained. If $\Delta$ is still far below $2\sqrt{KN_A}$ once binding has become strong, the slope first stays near $H/2$ over some range of temperature.

At $\Delta=2\sqrt{KN_A}$ the square root in (5) is $\sqrt2\,\Delta$, and the slope is $0.854H$. Setting $K=\Delta^2/(4N_A)$ in (1) gives the crossover temperature

$$T^*=\frac{H}{k\ln[4N_AN_T/(z\Delta^2)]}. \tag{6}$$

## Lithium and boron in silicon

Interstitial lithium is a donor and substitutional boron an acceptor. Their ions form a neutral pair, Li⁺B⁻, so A is lithium and B is boron. I use the round value $H=0.50$ eV. Two point charges at the contact distance of 0.235 nm, in a medium of relative permittivity 11.7, would have a binding energy of 0.523 eV. The bulk permittivity is not reliable at a distance of one bond length, so this supports only the order of magnitude of $H$. The closeness of the slopes below to $H/2$ and $H$ depends on this choice. With $H=0.39$ eV the slopes fitted from 260 to 340 K would be $0.45H$ at equal contents and $0.96H$ under the hundredfold boron excess, and with $H=0.35$ eV they would be $0.40H$ and $0.85H$, because binding is then no longer strong at the warm end.

There are $z=4$ nearest interstitial sites around each boron, and $N_T=4.997\times10^{22}$ cm⁻³. At 300 K, $kT=0.02585$ eV, and

$$K=\frac{4.997\times10^{22}}{4}\,e^{-0.50/0.02585}
=4.98\times10^{13}\ \mathrm{cm^{-3}}.$$

**Equal contents, $10^{17}$ cm⁻³ each.** The strong-binding estimate is $\sqrt{KN_A}=2.23\times10^{15}$ cm⁻³. The full solution (2) is $2.21\times10^{15}$ cm⁻³, so $a/p=0.0226$ and

$$E_a=\frac{0.50}{2.0226}=0.247\ \mathrm{eV}.$$

**Boron excess of 2%, with lithium held at $10^{17}$ cm⁻³.** At 300 K free lithium is $1.43\times10^{15}$ and free boron $3.43\times10^{15}$ cm⁻³. The slope is already 0.349 eV. It runs from 0.277 eV at 340 K to 0.473 eV at 260 K. A straight-line fit over this range gives 0.367 eV, which is neither $H$ nor $H/2$. With $\Delta=2\times10^{15}$ cm⁻³, the logarithm in (6) is 20.95 and $T^*=277.0$ K. Solving for the same slope without the strong-binding approximation gives 276.6 K.

**Lithium at $10^{15}$, boron at $10^{17}$ cm⁻³.** Free lithium is $5.03\times10^{11}$ cm⁻³ at 300 K, and its slope is 0.500 eV. Free boron stays at $9.90\times10^{16}$ cm⁻³, with a slope that rounds to zero.

The numerical output below lists the remaining temperatures.

## How large are the neglected effects?

**More distant pairs.** The six second-nearest sites have a point-charge energy of about $0.523\times0.866=0.453$ eV. Relative to the nearest sites, their weight at 300 K is $(6/4)e^{-0.047/0.02585}\simeq0.24$, or about a fifth of all pairs. The mean binding enthalpy falls by about 9 meV. The computed slope falls by 9.3 meV under boron excess and by 4.4 meV at equal contents. These figures set the nearest sites at 0.50 eV and leave the second at its point-charge value. Scaling both energies by the same factor would give about a tenth of all pairs, and a fall of about 7 meV in the mean binding enthalpy.

**Screening.** Let $\ell_B$ be the distance at which the Coulomb energy of two unit charges equals $kT$, here about 4.76 nm, and let $\lambda$ be the Debye length. Screening stabilizes the two free ions and multiplies $K$ by $e^{\ell_B/\lambda}$. To err towards strong screening, the estimate counts all ions and holes as mobile.

Under boron excess their content is nearly constant, so $\ell_B/\lambda\propto\beta^{3/2}$. The slope changes by $-\frac32kT\,\ell_B/\lambda$. With $\lambda\simeq9.2$ nm this is about $-20$ meV, as computed. At equal contents the screening charges themselves disappear on cooling. The exponent then varies as $\beta^{3/2}a^{1/2}$, whose logarithmic derivative is $\frac32kT-E_a/2\simeq0.039-0.124$ eV. Its negative sign explains why the slope rises there, by 3.3 meV.

**Incomplete boron ionization.** With a rough acceptor energy of 0.045 eV and a hole mass equal to the electron mass, 92% of the unpaired boron is ionized at 300 K under boron excess. This lowers the lithium slope by 6.0 meV.

With all three effects included, the slopes are 0.246 eV for equal contents and 0.466 eV for boron excess. The second is 7% below $H$. Triples, with two lithium ions at one boron, are rare at equal contents: a point-charge estimate that counts ions within 2 nm of the boron puts them below $6\times10^{-4}$ per pair. The figure depends on that radius, because a larger one starts to count free ions that merely happen to be nearby. It reaches about $10^{-3}$ at a radius of $\ell_B$.

Absolute contents are less secure than slopes. A dissociation entropy of $1k$ multiplies free lithium by 1.64 at equal contents and by 2.72 under boron excess. The slopes in these two cases hardly change. Near the crossover they are less secure: for the 2% boron excess, the same entropy lowers the 300 K slope from 0.349 to 0.311 eV.

## The real case

A boron content of $10^{17}$ cm⁻³ is an ordinary doping level in silicon devices. Lithium at the same content is far above what a chip process would tolerate; that case represents deliberate compensation. Lithium-compensated radiation detectors start from much purer silicon. For $10^{14}$ cm⁻³ of each element, the 300 K value of $K$ gives $a\simeq b\simeq p\simeq5\times10^{13}$ cm⁻³. Equation (3) then gives a slope near $H/3$, or 0.17 eV, because binding is no longer strong. A dissociation entropy of $1k$ would lower it to 0.12 eV.

Real devices also contain electric fields and surfaces that can remove lithium, and lithium can precipitate. These break the closed-crystal assumption. Their effect depends on the device and its history and is not sized here, so the slopes above should not be applied when such losses matter.

Other traps inside the crystal matter too, even if no lithium is lost. Oxygen is the main example in silicon. Suppose there were $10^{18}$ cm⁻³ of oxygen, each atom offering four sites that bind lithium by 0.3 eV. These are assumed values, but they would raise the equal-content slope at 300 K from 0.247 to 0.38 eV. The value $H/2$ therefore requires that boron be the only important trap.

## What to do in practice

**Fit the equilibrium, not just a line.** If both totals and the free lithium content are known, form

$$K=\frac{a(\Delta+a)}{N_A-a}$$

at each temperature. Within the model, the slope of $-\ln K$ against $\beta$ is $H$ for any ratio of contents. Near equal contents, however, $\Delta$ is a small difference between two large totals, which must then be known very accurately. In the equal-content example, a boron total taken 1% too high gives a fitted slope of 0.41 eV between 260 and 340 K. One taken 1% too low makes $K$ negative at the cold end. A curved plot of $\ln a$ may signal a small mismatch, rather than a temperature-dependent binding enthalpy.

**Check the mismatch before using $H/2$.** By (5), keeping the slope within 10% of $H/2$ requires $\Delta\lesssim0.1\times2\sqrt{KN_A}$ in the strong-binding regime. For the example at 260 K, $K=2.54\times10^{12}$ cm⁻³ and the limit is about $10^{14}$ cm⁻³, or 0.1% of either total.

**Separate content from motion.** A transport signal proportional to $aD$, where $D=D_0e^{-\beta E_m}$ is the diffusivity of free A, has slope $E_a+E_m$. With a rough lithium migration energy $E_m=0.66$ eV, the example gives 0.91 eV at equal contents and 1.16 eV under boron excess.

**Allow time for equilibrium.** For capture coefficient $k_c$, the pair content follows

$$\frac{dp}{dt}=k_c(ab-Kp).$$

A small extra pair content $\delta p$ lowers both $a$ and $b$ by $\delta p$. To first order,

$$\frac{d\,\delta p}{dt}=-k_c(a+b+K)\,\delta p.$$

The relaxation time is therefore $1/[k_c(a+b+K)]$. Taking diffusion-limited capture, $k_c=4\pi\ell_BD$, with a rough $D_0=2.5\times10^{-3}$ cm²/s, gives about 30 minutes at 300 K and 100 hours at 260 K for equal contents. Under boron excess the times are about 1.4 minutes and 1 hour. This $k_c$ leaves out screening, which shortens the capture radius. With the 300 K Debye length of 9.2 nm estimated above, the boron-excess time at 300 K would be about 40% longer. A temperature sweep must be much slower than these times to measure the equilibrium slopes derived here. Steady cooling from 340 to 260 K in ten times the 260 K relaxation time still gives slopes that are too low, because free lithium lags behind equilibrium at the cold end. Fitted to nine evenly spaced temperatures, they are low by about 5% at equal contents, 7% under the hundredfold boron excess and 8% for the 2% excess. Sparser or denser sampling moves these figures by about one percentage point.

## Computed values

```
binding enthalpy H = 0.50 eV
lattice constant = 0.543 nm, permittivity = 11.7
point-charge contact energy = 0.523 eV
contact distance = 0.235 nm, bound sites z = 4
interstitial site density N_T = 4.997e+22 cm^-3
T = 260 K: kT = 0.02241 eV, K = 2.540e+12 cm^-3
T = 300 K: kT = 0.02585 eV, K = 4.977e+13 cm^-3
T = 340 K: kT = 0.02930 eV, K = 4.844e+14 cm^-3
counting model, equal: mean a = 124.3, Var/mean = 0.493
counting model, 10x excess: mean a = 39.6, Var/mean = 0.989
CASE equal: Li = 1.00e+17, B = 1.00e+17 cm^-3
 260 K: free Li = 5.027e+14, free B = 5.027e+14 cm^-3
   slope Li = 0.249, B = 0.2494 eV
 300 K: free Li = 2.206e+15, free B = 2.206e+15 cm^-3
   slope Li = 0.247, B = 0.2472 eV
 340 K: free Li = 6.722e+15, free B = 6.722e+15 cm^-3
   slope Li = 0.241, B = 0.2413 eV
 fitted Li slope, 260-340 K = 0.247 eV
CASE 2% excess: Li = 1.00e+17, B = 1.02e+17 cm^-3
 260 K: free Li = 1.197e+14, free B = 2.120e+15 cm^-3
   slope Li = 0.473, B = 0.0267 eV
 300 K: free Li = 1.430e+15, free B = 3.430e+15 cm^-3
   slope Li = 0.349, B = 0.1456 eV
 340 K: free Li = 5.828e+15, free B = 7.828e+15 cm^-3
   slope Li = 0.277, B = 0.2061 eV
 fitted Li slope, 260-340 K = 0.367 eV
CASE 100x excess: Li = 1.00e+15, B = 1.00e+17 cm^-3
 260 K: free Li = 2.565e+10, free B = 9.900e+16 cm^-3
   slope Li = 0.500, B = 0.0000 eV
 300 K: free Li = 5.025e+11, free B = 9.900e+16 cm^-3
   slope Li = 0.500, B = 0.0000 eV
 340 K: free Li = 4.869e+12, free B = 9.900e+16 cm^-3
   slope Li = 0.498, B = 0.0000 eV
 fitted Li slope, 260-340 K = 0.500 eV
2% excess: crossover T formula = 277.0, numeric = 276.6 K
slope/H at crossover = 0.854
NEGLECTED EFFECTS at 300 K, change of Li slope in meV
 equal: outer pairs -4.4, screening 3.3
   boron freeze-out 0.0; slope with all = 0.246 eV
   free Li factor: all three 0.93, entropy of 1 k 1.64
   relaxation: 300 K 30.5 min, 260 K 99.2 h
 100x excess: outer pairs -9.3, screening -20.2
   boron freeze-out -6.0; slope with all = 0.466 eV
   free Li factor: all three 1.43, entropy of 1 k 2.72
   relaxation: 300 K 1.38 min, 260 K 1.01 h
ionized share of unpaired boron, 100x excess = 0.923
triples per pair, equal contents = 5.7e-04
rough inputs: D0 = 2.5e-03 cm2/s, migration = 0.66 eV
rough inputs: B level = 0.045 eV, hole mass = 1.0 m_e
```
